# Flux of a Uniform Component in a Ternary Alloy without Vacancy Sinks, part 2

An ideal ternary fcc alloy of components $A,B,C$ diffuses by exchange of atoms with dilute vacancies. The question is how vacancy sinks affect the flux of a component that has no concentration gradient.

Here $c_i$ and $c_v$ are the site fractions of component $i$ and of vacancies, $w_i$ is the exchange rate of an atom $i$ with a vacancy on a given neighbouring site, $a$ is the lattice parameter, and $\nabla$ is the derivative along $x$. Fluxes are divided by the site density $4/a^3$, so they have the dimension of a velocity. $J_i$ is the flux in the lattice frame, and $\tilde J_i$ the flux in the number-fixed frame, where no net number of atoms crosses a plane.

Mean-field theory, which neglects correlations between successive jumps, gives

$$J_i=-a^2w_i\left(c_v\nabla c_i-c_i\nabla c_v\right), \tag{2}$$

$$D_i=a^2w_ic_v, \tag{3}$$

$$J_i=-c_iD_i\nabla\ln\frac{c_i}{c_v}. \tag{4}$$

With $W=\sum_iw_ic_i$, the vacancy flux is

$$J_v=a^2\left(c_v\nabla W-W\nabla c_v\right)=-a^2W^2\,\nabla\!\left(\frac{c_v}{W}\right). \tag{7}$$

If sinks hold $c_v$ uniform, Darken's result is

$$\tilde J_i=-D_i\nabla c_i+c_i\sum_jD_j\nabla c_j. \tag{5}$$

Without sinks (the "blocked" alloy), vacancies settle while the composition has hardly changed. Then $J_v=0$ and

$$c_v=c_{v0}\,\frac{W}{\langle W\rangle}, \tag{8}$$

where $c_{v0}$ is the mean vacancy fraction and $\langle W\rangle$ the specimen average. A uniform component $k$ then has the flux

$$J_k=\frac{D_k}{\bar D}\,J_k^{\rm Darken},\qquad J_k^{\rm Darken}=c_k\sum_j D_j\nabla c_j,\qquad \bar D=\sum_j c_jD_j. \tag{1}$$

This compares alloys at the same local $c_v$. Against an alloy held at $c_{v0}$,

$$\frac{J_k}{J_k^{\rm Darken}(c_{v0})}=\frac{w_k}{\langle W\rangle}. \tag{12}$$

The "master equation" entries in the final output come from a plane-by-plane test of the blocked result, with 40 periodic planes, $c_{v0}=10^{-5}$, $c_C=0.6$, $A$ and $B$ at $0.2\pm0.1$ in antiphase, and $w_A:w_B:w_C=4:0.5:1$ or $4:0.5:10$.

**Proposition.** Let $C$ be uniform, and let $A$ and $B$ vary in antiphase so that $W=W_0(1+\varepsilon\cos qx)$. Let sinks restore the vacancy fraction to its uniform equilibrium value $c_0$ at the rate $a^2W_0k^2(c_v-c_0)$, where $k^2$ is the sink strength. In the steady vacancy state the flux of $C$ in the number-fixed frame, divided by Darken's value at $c_0$, is

$$R=\frac{k^2/q^2+w_C/W_0}{1+k^2/q^2}. \tag{13}$$

*Proof.* Put $c_v=c_0u$. The steady balance $-\nabla J_v-a^2W_0k^2(c_v-c_0)=0$, divided by $a^2c_0$, reads

$$W\nabla^2u-u\nabla^2W-W_0k^2(u-1)=0,$$

since the products $\nabla u\,\nabla W$ cancel. Try $u=1+\beta\cos qx$. Division by $W_0q^2$ gives

$$-\beta(1+\varepsilon\cos qx)\cos qx+\varepsilon(1+\beta\cos qx)\cos qx-\frac{k^2}{q^2}\beta\cos qx=0 .$$

The terms in $\cos^2qx$ cancel, so the trial form solves the equation for any amplitude, with

$$\beta=\frac{\varepsilon}{1+k^2/q^2}.$$

The lattice-frame flux of $C$ is $J_C=a^2w_Cc_C\nabla c_v=a^2c_0w_Cc_C\,\beta\,\nabla\cos qx$. The vacancy flux is

$$J_v=a^2c_0W_0\left[(1+\beta\cos qx)\varepsilon-(1+\varepsilon\cos qx)\beta\right]\nabla\cos qx=a^2c_0W_0(\varepsilon-\beta)\nabla\cos qx .$$

The lattice moves with velocity $-\sum_iJ_i=J_v$ in the number-fixed frame, so $\tilde J_C=J_C+c_CJ_v$. Darken's value is $a^2c_0c_C\nabla W=a^2c_0c_CW_0\varepsilon\,\nabla\cos qx$. The quotient is

$$R=\frac{w_C}{W_0}\frac\beta\varepsilon+1-\frac\beta\varepsilon ,$$

and $\beta/\varepsilon=1/(1+k^2/q^2)$ turns this into (13). ∎

For $k\ll q$ this is the blocked result $w_C/W_0$, and for $k\gg q$ it is Darken's value, $R=1$. What matters is whether a vacancy meets a sink before it has crossed the composition wave.

### Worked example

Consider a copper-rich fcc solid solution at 800 K with a composition wave of period 100 nm. Component $C$ is the copper host, uniform at $c_C=0.6$. Component $A$ is a fast solute and $B$ a slow one, at $0.2\pm0.1$ in antiphase. The model values at the mean vacancy fraction $10^{-7}$ are $D_A=8\times10^{-14}$, $D_B=1\times10^{-14}$ and $D_C=2\times10^{-14}$ cm²/s, with $a=0.36$ nm.

At the steepest point both solutes have their mean value, so

$$\bar D=(0.2\times8+0.2\times1+0.6\times2)\times10^{-14}=3.0\times10^{-14}\ \text{cm}^2/\text{s},\qquad \frac{D_C}{\bar D}=\frac23 .$$

Here $W$ equals its average, so the local comparison and the comparison at fixed mean vacancy fraction coincide.

Since $C$ is uniform, $\nabla c_B=-\nabla c_A$, and Darken's value is $c_C(D_A-D_B)\nabla c_A$. The wavenumber is $q=6.283\times10^5$ cm⁻¹, and the steepest gradient has the size $0.1q=6.283\times10^4$ cm⁻¹. Multiplying by the site density $8.573\times10^{22}$ cm⁻³ gives the flux in atoms:

$$8.573\times10^{22}\times0.6\times7\times10^{-14}\times6.283\times10^{4}=2.26\times10^{14}\ \text{cm}^{-2}\text{s}^{-1}.$$

Without sinks the flux is two thirds of this, $1.51\times10^{14}$ cm⁻²s⁻¹. In both cases copper moves towards the regions rich in the fast solute.

The uniform host therefore begins to unmix. At the crest of $A$, Darken's flux raises $c_C$ at the initial rate

$$c_C(D_A-D_B)\,0.1\,q^2=1.66\times10^{-3}\ \text{s}^{-1},$$

and the blocked flux at $1.11\times10^{-3}$ s⁻¹. If the initial rate persisted, the host fraction there would rise by about 0.011 in ten seconds without sinks.

In mean-field theory the vacancy fraction follows $W$. At the crest of $A$, $\bar D$ evaluated with the mean vacancy fraction is $3.7\times10^{-14}$ cm²/s, so $c_v=(3.7/3.0)\times10^{-7}=1.23\times10^{-7}$. In the trough it is $(2.3/3.0)\times10^{-7}=0.77\times10^{-7}$. The local ratio $w_C/W$ tends to $2/3.7=0.54$ near the crest and to $2/2.3=0.87$ near the trough. The flux itself vanishes at these two points, because the gradient does.

The vacancy diffusivity is $\bar D/c_v=3\times10^{-7}$ cm²/s. Vacancies settle in $1/(3\times10^{-7}q^2)=8.4\times10^{-6}$ s, whereas the composition needs a time of order $1/(\bar Dq^2)=84$ s. The window required by the theorem is wide.

### Neglected effect 1: sinks

Dislocations absorb and emit vacancies. As an estimate, take $k^2$ equal to the dislocation density, leaving out a geometrical factor that is close to one at the density used here and grows when dislocations are closely spaced. A density of $10^8$ cm⁻² gives $k^2/q^2=2.5\times10^{-4}$, and (13) gives $R=0.667$, which is the blocked value to three digits.

These few sinks still matter for the mean vacancy fraction. They act on it in a time of about $1/(3\times10^{-7}\times10^8)=0.03$ s, far shorter than 84 s. The mean therefore stays close to equilibrium during the anneal, while the shape of the vacancy profile remains that of the blocked alloy. Equation (13) assumes that the sinks work at the same rate everywhere. If their rate follows the local vacancy diffusivity, which is proportional to $W$, the mean settles at $c_0\langle W\rangle^2/\langle W^2\rangle$. In the example this is 2.7% below $c_0$, and $R$ becomes 0.649.

In this estimate the crossover $k=q$ lies at a sink spacing of about $1/q=16$ nm. The geometrical factor, about 2 to 3 at such spacings, moves it to roughly 23 to 28 nm. At the crossover $R=(1+2/3)/2=0.833$. A numerical solution of the vacancy balance at the amplitude of the example gives the same 0.833, as expected, since (13) isn't restricted to weak waves when the sink rate is uniform.

### Neglected effect 2: correlations

After an exchange, the vacancy sits next to the atom it has just moved, and the two may exchange back. Mean-field theory ignores this. To size the effect, replace the independent fluxes by a general linear law,

$$J_i=-a^2c_v\sum_j\Lambda_{ij}\nabla\ln\frac{c_j}{c_v}, \tag{14}$$

in which the mean-field theory has $\Lambda_{ij}=c_iw_i\delta_{ij}$.

The matrix follows from the random motion in a uniform alloy. Let $X_i$ be the summed displacement along $x$ of all atoms of kind $i$ in time $t$, in a periodic cell with one vacancy. Apply a weak force $F_j$, in units of $k_BT$, to each atom of kind $j$. In the ideal alloy all arrangements are equally likely without the force, and detailed balance makes a path more likely than its reverse by the factor $\exp(\sum_jF_jX_j)$. Hence the probability $P$ of the displacements obeys $P(X)=P(-X)\exp(\sum_jF_jX_j)$, and

$$\langle X_i\rangle=\tfrac12\sum_XX_i\left[P(X)-P(-X)\right]=\tfrac12\sum_XX_iP(X)\left[1-e^{-\sum_jF_jX_j}\right]\approx\tfrac12\sum_jF_j\langle X_iX_j\rangle .$$

Near local equilibrium, a concentration gradient acts as the force $F_j=-\nabla\ln(c_j/c_v)$, because a real force that balances it leaves no flux. With $c_v$ vacancies per site the flux is $c_v\langle X_i\rangle/t$. Comparison with (14) gives $\Lambda_{ij}=\langle X_iX_j\rangle/(2a^2t)$ for long times.

For conserved vacancies, $\sum_iJ_i=0$ fixes $\nabla\ln c_v=\sum_{ij}\Lambda_{ij}\nabla\ln c_j/\sum_{ij}\Lambda_{ij}$. For equilibrium vacancies, $\nabla c_v=0$, and the flux is converted to the number-fixed frame as in Darken's case.

The matrix was computed by Monte Carlo simulation at the mean composition of the example, in 4000 periodic cells of 864 sites, each followed through six windows of 1000 attempted exchanges. With equal rates the simulation gave a correlation factor of 0.789, within 1% of the known fcc value 0.7815. With the rates of the example, and at the same gradients and local vacancy fraction, it gave:

- for conserved vacancies, $0.590\pm0.004$ of the mean-field flux;
- for equilibrium vacancies, $0.504\pm0.002$ of Darken's value;
- for the ratio of the two, $0.781\pm0.003$ instead of 0.667.

The errors are statistical standard errors. A change of cell size and random sample can shift the three values by up to about 0.01. At fixed exchange rates, correlations thus lower both fluxes by 40 to 50% and raise their ratio by 17%. Measured tracer diffusivities already contain correlations, so these percentages must not be applied to fluxes calculated from them. At the mean composition, the direction of transport and the reduction of the host flux by missing sinks both survive.

The factor $D_C/\bar D$ is therefore a mean-field result. With the exchange rates held fixed, it lies about 15% below the simulated ratio for this alloy. The profile $c_v\propto W$ is a mean-field result too: at these exchange rates, correlations make the vacancy wave weaker by somewhat more than a quarter.

### Neglected effect 3: interactions between the atoms

Let each pair of components have a regular-solution parameter $\Omega_{ij}$, so that the free energy of $N$ atoms contains $\sum_{i<j}\Omega_{ij}N_iN_j/N$. Its derivative with respect to $N_i$ is $\sum_j\Omega_{ij}c_j$ minus a term common to all components. The common term shifts all driving forces equally, and the condition $\sum_iJ_i=0$ removes it. Keep the mobilities fixed and write $f_i$ for the gradient of the chemical potential divided by $k_BT$, without the common term. With $g=\nabla c_A=-\nabla c_B$,

$$f_A=\frac g{c_A}-\frac{\Omega_{AB}g}{k_BT},\qquad f_B=-\frac g{c_B}+\frac{\Omega_{AB}g}{k_BT},\qquad f_C=\frac{(\Omega_{AC}-\Omega_{BC})g}{k_BT}.$$

The fluxes are $J_i=-c_iD_i(f_i-\nu)$, and zero total flux requires $\nu=\sum_jc_jD_jf_j/\bar D$. Inserting the $f_j$ into $J_C=c_CD_C(\nu-f_C)$ and collecting terms,

$$J_C=\frac{c_CD_C\,g}{\bar D}\left[D_A-D_B-(c_AD_A-c_BD_B)\frac{\Omega_{AB}}{k_BT}-(\bar D-c_CD_C)\frac{\Omega_{AC}-\Omega_{BC}}{k_BT}\right]. \tag{15}$$

At 800 K, $k_BT=68.9$ meV. For $\Omega_{AB}=10$ meV the relative change is $-(1.6-0.2)/7\times10/68.9=-2.9\%$. For $\Omega_{AC}=10$ meV it is $-(3.0-1.2)/7\times10/68.9=-3.7\%$, and for $\Omega_{BC}$ it is $+3.7\%$. Equation (15) is linear in the parameters, so an interaction of 100 meV changes the flux by 29 to 37%. That is as important as the absence of sinks.

### The model beside real alloys

The host diffusivity and the vacancy fraction are of the rough size expected for copper near 800 K. The solute diffusivities are round values for unnamed elements, so the computed fluxes aren't predictions for a particular alloy.

Whether the sinks in a real specimen can be neglected depends on their density. Annealed metals have very roughly $10^6$ to $10^8$ dislocations per cm², for which the 100 nm wave is blocked. Heavy deformation can raise the density to about $10^{12}$ cm⁻². With $k^2$ equal to the density, $k^2/q^2\approx2.5$, and (13) moves the ratio from 0.67 to about 0.91. At such close spacing, however, the geometrical factor left out above is about 3 to 6, which brings the ratio to between 0.96 and 0.98. In copper at 800 K so high a density would also fall during the anneal, by recovery and recrystallization. Grain boundaries, free surfaces and incoherent interfaces can also act as sinks, and where they are closely spaced they too move the ratio towards one.

Length matters too, and it enters (13) squared: doubling the period has the same effect as making $k^2$ four times as large. At $10^8$ dislocations per cm², $k=q$ is reached at $1/q=1$ µm, a period of about 6 µm. A diffusion zone of 100 µm is then close to Darken's limit. The blocked formula is meant for composition waves much shorter than $2\pi/k$, in material whose surfaces and boundaries are far away or inactive.

Coherency strain and the binding of vacancies to particular solutes are left out and haven't been sized. The numerical output lists the values of the worked example.

## Calculated quantities

```
Temperature: 800 K, kT = 0.06894 eV
Lattice parameter: 0.36 nm; period: 100 nm
Mean site fractions A, B, C: 0.2, 0.2, 0.6
Amplitude of A and B: 0.1
D_A, D_B, D_C: 8.0e-14, 1.0e-14, 2.0e-14 cm2/s
Mean vacancy fraction: 1.0e-07
Exchange rate w_C: 1.543e+08 1/s
Site density: 8.573e+22 1/cm3
Wavenumber q: 6.2832e+05 1/cm
Peak gradient of A: 0.00628 1/nm
Dbar at mean composition: 3.000e-14 cm2/s
Ratio D_C/Dbar at steepest point: 0.6667
Peak C flux, Darken: 2.262e+14 atoms/(cm2 s)
Peak C flux, no sinks: 1.508e+14 atoms/(cm2 s)
Initial dc_C/dt at A-rich crest, Darken: 1.658e-03 1/s
Initial dc_C/dt at A-rich crest, no sinks: 1.105e-03 1/s
Local ratio w_C/W at A-rich crest: 0.5405
Local ratio w_C/W at A-poor trough: 0.8696
Vacancy fraction at A-rich crest: 1.233e-07
Vacancy fraction at A-poor trough: 7.667e-08
Vacancy diffusivity: 3.00e-07 cm2/s
Vacancy relaxation time: 8.44e-06 s
Composition time 1/(Dbar q^2): 84.4 s
-- master equation, C slower than average --
Flux ratio range: 0.5436 to 0.8490
Largest relative error, flux ratio: 1.4e-04
Largest relative error, vacancy profile: 3.9e-06
-- master equation, C fast: w = [4.0, 0.5, 10.0] --
Flux ratio range: 1.3810 to 1.5238
Largest relative error, flux ratio: 3.0e-04
Largest relative error, vacancy profile: 3.6e-07
-- neglected: sinks --
Dislocation density: 1.0e+08 1/cm2
k2/q^2: 2.53e-04; flux ratio: 0.6668
Sink spacing 1/q where k2 = q^2: 15.9 nm
Flux ratio there, weak wave: 0.8333
Flux ratio there, example wave: 0.8333
-- neglected: correlations (Monte Carlo, +- standard error) --
Equal rates, correlation factor: 0.789
No-sink flux over mean-field value: 0.590 +- 0.004
Equilibrium-vacancy flux over Darken: 0.504 +- 0.002
No-sink over equilibrium flux: 0.781 +- 0.003
-- neglected: non-ideality, per 10 meV pair parameter --
Change of no-sink C flux, pair AB: -2.90 %
Change of no-sink C flux, pair AC: -3.73 %
Change of no-sink C flux, pair BC: +3.73 %
```
